# Sparse time and frequency sampling for a Dyson loop: verification in Python

```python
"""
Result under test: sign changes of the highest retained singular function of
the fermionic kernel K(x,y) = exp(-lam*x*y/2) / (2 cosh(lam*y/2)) supply as many
sampling times and Matsubara frequencies as there are basis functions; the
square fitting matrices are well conditioned and carry a Dyson loop.
  x = 2 tau/(hbar beta) - 1, y = E/E_max, lam = beta E_max, beta = 1/(k_B T)
  u_l(x), v_l(y), s_l : singular functions and singular values of K
  m odd integer       : Matsubara energy hbar nu = pi m k_B T
  uhat_l(m) = (1/2) int_{-1}^{1} u_l(x) exp(i pi m (x+1)/2) dx
Dyson loop: paramagnetic Hubbard model, Bethe lattice of infinite coordination,
self-consistent second-order self-energy. Energies are in eV.
"""
from itertools import combinations
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import spherical_jn

ORDER = 16
NODES, WEIGHTS = np.polynomial.legendre.leggauss(ORDER)
KB_EV = constants.k / constants.e


def composite_gauss(edges):
    mid, half = (edges[1:] + edges[:-1]) / 2, np.diff(edges) / 2
    points = (mid[:, None] + half[:, None] * NODES).ravel()
    return points, (half[:, None] * WEIGHTS).ravel()


class Basis:
    """Singular functions, stored as piecewise Legendre series on 0 <= x <= 1."""

    def __init__(self, lam, cutoff):
        self.lam = lam
        depth = int(np.ceil(np.log2(lam))) + 1
        dyadic = np.r_[0.0, 2.0 ** -np.arange(depth, -1, -1.0)]
        self.edges = 1 - dyadic[::-1]
        x, wx = composite_gauss(self.edges)
        self.y, self.wy = composite_gauss(dyadic)
        a = lam * self.y / 2
        near = np.exp(-a * (1 - x[:, None])) / (1 + np.exp(-2 * a))
        far = np.exp(-a * (1 + x[:, None])) / (1 + np.exp(-2 * a))
        keep = 40
        s = np.zeros(2 * keep)
        u = np.zeros((x.size, 2 * keep))
        v = np.zeros((self.y.size, 2 * keep))
        for parity, kernel in enumerate((near + far, far - near)):
            left, sing, right = np.linalg.svd(
                np.sqrt(wx)[:, None] * kernel * np.sqrt(self.wy))
            s[parity::2] = sing[:keep]
            u[:, parity::2] = left[:, :keep] / np.sqrt(2 * wx)[:, None]
            v[:, parity::2] = right[:keep].T / np.sqrt(2 * self.wy)[:, None]
        size = int(np.sum(s / s[0] >= cutoff))
        size += size % 2
        sign = np.sign(u[-1, :size])
        self.size, self.s, self.next_s = size, s[:size], s[size]
        self.v = v[:, :size] * sign
        values = (u[:, :size] * sign).reshape(-1, ORDER, size)
        vander = np.polynomial.legendre.legvander(NODES, ORDER - 1)
        project = (vander * WEIGHTS[:, None]).T * (np.arange(ORDER) + 0.5)[:, None]
        self.coef = np.einsum('pq,sql->spl', project, values)

    def time(self, x):
        x = np.atleast_1d(np.asarray(x, float))
        ax = np.abs(x)
        seg = np.searchsorted(self.edges, ax, side='right') - 1
        seg = np.clip(seg, 0, len(self.edges) - 2)
        lo, hi = self.edges[seg], self.edges[seg + 1]
        local = (2 * ax - lo - hi) / (hi - lo)
        vander = np.polynomial.legendre.legvander(local, ORDER - 1)
        out = np.einsum('ip,ipl->il', vander, self.coef[seg])
        out[:, 1::2] *= np.where(x < 0, -1.0, 1.0)[:, None]
        return out

    def frequency(self, m):
        m = np.atleast_1d(np.asarray(m, int))
        am = np.abs(m)
        kappa = np.pi * am / 2
        mid = (self.edges[1:] + self.edges[:-1]) / 2
        half = np.diff(self.edges) / 2
        p = np.arange(ORDER)
        bessel = spherical_jn(p[None, None, :], (kappa[:, None] * half)[:, :, None])
        phase = 2 * half * np.exp(1j * kappa[:, None] * mid)
        moments = phase[:, :, None] * bessel * np.array([1, 1j, -1, -1j])[p % 4]
        integral = moments.reshape(m.size, -1) @ self.coef.reshape(-1, self.size)
        out = np.empty_like(integral)
        out[:, 0::2] = integral[:, 0::2].real
        out[:, 1::2] = 1j * integral[:, 1::2].imag
        out *= (1j * (1 - 2 * (((am - 1) // 2) % 2)))[:, None]
        return np.where(m[:, None] < 0, out.conj(), out)


def sign_changes(values):
    return np.sum(values[1:] * values[:-1] < 0, axis=0)


def fine_half_grid(basis):
    pieces = [np.linspace(a, b, 60, endpoint=False)
              for a, b in zip(basis.edges[:-1], basis.edges[1:])]
    return np.concatenate(pieces + [[1.0]])[1:]


def choose_points(basis):
    """One time per run of u_{L-1}; one frequency (with both signs) per run."""
    top = basis.size - 1
    grid = fine_half_grid(basis)
    val = basis.time(grid)[:, top]
    cross = np.flatnonzero(val[1:] * val[:-1] < 0)
    roots = np.array([brentq(lambda q: basis.time(q)[0, top], grid[k], grid[k + 1],
                             xtol=1e-14) for k in cross])
    run_edges = np.r_[-1.0, -roots[::-1], 0.0, roots, 1.0]
    times = (run_edges[1:] + run_edges[:-1]) / 2
    m_grid = np.arange(1, int(30 * basis.lam), 2)
    all_hat = basis.frequency(m_grid)
    h = all_hat[:, top].real
    runs = np.split(np.arange(h.size), np.flatnonzero(h[1:] * h[:-1] < 0) + 1)
    pick = np.array([run[np.argmax(np.abs(h[run]))] for run in runs])
    assert pick[-1] < h.size - 1
    positive = m_grid[pick]
    freqs = np.r_[-positive[::-1], positive]
    assert times.size == basis.size and freqs.size == basis.size
    return times, np.diff(run_edges), freqs, all_hat


# ---------- model parameters ----------
temperature, half_band, hubbard_u, mu, e_max = 300.0, 1.0, 1.0, 0.2, 8.0
cutoff = 1e-10
kt = KB_EV * temperature
hop = half_band / 2
print(f"temperature = {temperature:.0f} K, k_B T = {kt:.6f} eV")
print(f"D = {half_band:.1f} eV, t = {hop:.1f} eV, U = {hubbard_u:.1f} eV")
print(f"mu = {mu:.1f} eV, E_max = {e_max:.1f} eV, cutoff = {cutoff:.0e}")

# ---------- conditioning at three temperatures ----------
for temp in (1000.0, 300.0, 100.0):
    trial = Basis(e_max / (KB_EV * temp), cutoff)
    points, widths, odd_m, hats = choose_points(trial)
    f_mat, m_mat = trial.time(points), trial.frequency(odd_m)
    L = trial.size
    cond_t, cond_w = np.linalg.cond(f_mat), np.linalg.cond(m_mat)
    cond_weighted = np.linalg.cond(np.sqrt(widths)[:, None] * f_mat)
    cond_uniform = np.linalg.cond(trial.time(np.linspace(-1, 1, L)))
    cond_lowest = np.linalg.cond(trial.frequency(np.arange(-L + 1, L, 2)))
    assert cond_t < 1e3 and cond_w < 1e3
    assert cond_uniform > 100 * cond_t and cond_lowest > 100 * cond_w
    assert cond_weighted < cond_t
    print(f"T = {temp:.0f} K: Lambda = {trial.lam:.2f}, L = {L}, "
          f"largest m = {odd_m[-1]}")
    print(f"  condition numbers: time {cond_t:.1f}, frequency {cond_w:.1f}")
    print(f"  time matrix with run-width weights: {cond_weighted:.2f}")
    print(f"  uniform times {cond_uniform:.1e}, lowest frequencies {cond_lowest:.1e}")
    if temp == temperature:
        basis, x_s, m_s, hat_grid = trial, points, odd_m, hats
        F, M = f_mat, m_mat

L, lam = basis.size, basis.lam
index = np.arange(L)

# ---------- sign changes, ordering and determinants ----------
assert np.all(np.diff(basis.s) < 0)
half_counts = sign_changes(basis.time(fine_half_grid(basis)))
assert np.array_equal(2 * half_counts + index % 2, index)
hat_real = np.where(index % 2 == 0, hat_grid.imag, hat_grid.real)
assert np.array_equal(sign_changes(hat_real), index // 2)

four_times = basis.time(np.tanh(np.linspace(-2.5, 2.5, 8)))[:, :4]
dets = [np.linalg.det(four_times[list(c)]) for c in combinations(range(8), 4)]
assert abs(np.sum(np.sign(dets))) == len(dets)
test_hat = basis.frequency([1, 3, 5, 9, 15, 25, 41, 65])
for block in (test_hat[:, 0:8:2].imag, test_hat[:, 1:8:2].real):
    dets = [np.linalg.det(block[list(c)]) for c in combinations(range(8), 4)]
    assert abs(np.sum(np.sign(dets))) == len(dets)

# Cauchy-kernel form of the transformed functions
m_test = np.array([1, 7, 51, 401])
pm, ly = np.pi * m_test[:, None], lam * basis.y
cauchy = np.empty((m_test.size, L), complex)
denominator = pm ** 2 + ly ** 2
cauchy[:, 0::2] = (2j * pm / denominator * basis.wy) @ basis.v[:, 0::2]
cauchy[:, 1::2] = (2 * ly / denominator * basis.wy) @ basis.v[:, 1::2]
assert np.max(np.abs(cauchy - basis.s * basis.frequency(m_test))) < 1e-11

# ---------- recovery of single poles ----------
def pole_time(x, y):
    return -np.exp(-lam * x * y / 2) / (2 * np.cosh(lam * y / 2))


def pole_errors(y):
    x_check = np.linspace(-1, 1, 401)
    m_check = np.array([1, 11, 101, 1001])
    g = np.linalg.solve(M, 1 / (1j * np.pi * m_s - lam * y)).real
    err_t = np.max(np.abs(basis.time(x_check) @ g - pole_time(x_check, y)))
    g = np.linalg.solve(F, pole_time(x_s, y))
    exact = 1 / (1j * np.pi * m_check - lam * y)
    err_w = np.max(np.abs(basis.frequency(m_check) @ g - exact))
    return err_t, err_w


inside = np.array([pole_errors(y) for y in
                   (-1, -0.5, -0.1, -0.01, 0, 0.003, 0.03, 0.3, 1)]).max(axis=0)
outside = pole_errors(3.0)
assert inside.max() < 1e-6 and outside[0] > 100 * inside[0]

hbar_beta_fs = constants.hbar / (constants.k * temperature) * 1e15
positive_m = m_s[L // 2:]
print(f"s_0 = {basis.s[0]:.5f}, s_(L-1)/s_0 = {basis.s[-1] / basis.s[0]:.2e}, "
      f"s_L/s_0 = {basis.next_s / basis.s[0]:.2e}")
print(f"sign changes of u_(L-1): {2 * half_counts[-1] + 1}")
print(f"sign changes of its transform, m > 0: {sign_changes(hat_real)[-1]}")
print("sampled positive m:", " ".join(str(k) for k in positive_m))
print(f"highest sampled Matsubara energy = {np.pi * m_s[-1] * kt:.2f} eV")
print(f"hbar*beta = {hbar_beta_fs:.4f} fs")
print("first five tau/(hbar beta):", " ".join(f"{(q + 1) / 2:.6f}" for q in x_s[:5]))
print(f"first sampling time = {(x_s[0] + 1) / 2 * hbar_beta_fs:.5f} fs")
print(f"1/sigma_min: time {1 / np.linalg.svd(F)[1][-1]:.3f}, "
      f"frequency {1 / np.linalg.svd(M)[1][-1]:.3f}")
print(f"pole inside window, largest error in G(tau) = {inside[0]:.1e}")
print(f"pole inside window, largest error in k_B T G(i nu) = {inside[1]:.1e}")
print(f"pole at 3 E_max, error in G(tau) = {outside[0]:.1e}")

# ---------- lattice Green function ----------
def semicircle(zeta):
    return 2 / (zeta + zeta * np.sqrt(1 - half_band ** 2 / zeta ** 2))


for z in (0.3 + 0.1j, -0.7 - 0.2j, 1.4 + 0.05j):
    def integrand(angle, z=z):
        return 2 / np.pi * np.sin(angle) ** 2 / (z - half_band * np.cos(angle))
    direct = (quad(lambda q: integrand(q).real, 0, np.pi)[0]
              + 1j * quad(lambda q: integrand(q).imag, 0, np.pi)[0])
    assert abs(direct - semicircle(z)) < 1e-8
    assert abs(direct - 1 / (z - hop ** 2 * direct)) < 1e-7

# ---------- sparse and dense second-order self-energies, per U squared ----------
u_end = basis.time(1.0)[0]


def sparse_bubble(green, first_moment):
    g = np.linalg.solve(M, green * kt).real
    g_tau = F @ g
    coefficients = np.linalg.solve(F, g_tau ** 2 * g_tau[::-1])
    return -u_end @ g, M @ coefficients / kt


n_dense = 2 ** 16
j = np.arange(n_dense)
m_dense = 2 * np.rint(np.fft.fftfreq(n_dense) * n_dense).astype(int) + 1
iv_dense = 1j * np.pi * m_dense * kt
twist = np.exp(1j * np.pi * j / n_dense)


def dense_bubble(green, first_moment):
    """Fourier grids; leading high-frequency tails are treated analytically."""
    rest = green - 1 / (iv_dense - first_moment)
    g_tau = kt * (np.fft.fft(rest) / twist).real
    b = first_moment / kt
    g_tau -= np.exp(-b * j / n_dense) / (1 + np.exp(-b))
    g_end = -1 - g_tau[0]
    reverse = np.r_[g_end, g_tau[:0:-1]]
    sigma_tau = g_tau ** 2 * reverse
    tail = -(sigma_tau[0] + g_end ** 2 * g_tau[0])
    transform = np.fft.ifft((sigma_tau + tail / 2) * twist) / kt
    return -g_end, transform + tail / iv_dense


# Second-order formula against exact diagonalization of a two-site impurity
iv_sparse = 1j * np.pi * m_s * kt
weak_u, hyb = 0.01, 0.2
lower, parity_z = np.array([[0.0, 1.0], [0.0, 0.0]]), np.diag([1.0, -1.0])


def annihilator(site):
    out = np.eye(1)
    for k in range(4):
        factor = parity_z if k < site else lower if k == site else np.eye(2)
        out = np.kron(out, factor)
    return out


d_up, b_up, d_dn, b_dn = (annihilator(k) for k in range(4))
hop_up, hop_dn = d_up.T @ b_up, d_dn.T @ b_dn
ham = hyb * (hop_up + hop_up.T + hop_dn + hop_dn.T)
ham += weak_u * (d_up.T @ d_up - np.eye(16) / 2) @ (d_dn.T @ d_dn - np.eye(16) / 2)
levels, states = np.linalg.eigh(ham)
boltz = np.exp(-(levels - levels[0]) / kt)
amplitude = (states.T @ d_up @ states) ** 2 * (boltz[:, None] + boltz) / boltz.sum()
iv0 = 1j * np.pi * kt
g_exact = np.sum(amplitude / (iv0 + levels[:, None] - levels))
sigma_exact = iv0 - hyb ** 2 / iv0 - 1 / g_exact
g_bare = 1 / (iv_sparse - hyb ** 2 / iv_sparse)
first = int(np.flatnonzero(m_s == positive_m[0])[0])
assert m_s[first] == 1
sigma_weak = weak_u ** 2 * sparse_bubble(g_bare, 0.0)[1][first]
weak_error = abs(sigma_weak / sigma_exact - 1)
assert weak_error < 1e-2
print(f"two-site impurity: U = {weak_u} eV, V = {hyb} eV")
print(f"  second-order Im Sigma = {sigma_weak.imag:.6e} eV")
print(f"  exact-diagonalization Im Sigma = {sigma_exact.imag:.6e} eV")
print(f"  relative difference = {weak_error:.1e}")


# ---------- Dyson loop ----------
def dyson_loop(iv, bubble):
    density, sigma = 0.5, np.zeros(iv.size, complex)
    for step in range(1, 301):
        green = semicircle(iv + mu - hubbard_u * density - sigma)
        new_density, unit_sigma = bubble(green, hubbard_u * density - mu)
        new_sigma = hubbard_u ** 2 * unit_sigma
        change = max(abs(new_density - density), np.max(np.abs(new_sigma - sigma)))
        if change < 1e-11:
            return density, sigma, green, step
        density += 0.5 * (new_density - density)
        sigma = sigma + 0.5 * (new_sigma - sigma)
    raise AssertionError("Dyson loop did not converge")


n_s, sigma_s, green_s, steps_s = dyson_loop(iv_sparse, sparse_bubble)
n_d, sigma_d, green_d, steps_d = dyson_loop(iv_dense, dense_bubble)
match = ((m_s - 1) // 2) % n_dense
assert np.array_equal(m_dense[match], m_s)
sigma_error = np.max(np.abs(sigma_s - sigma_d[match]))
green_error = np.max(np.abs(green_s - green_d[match]))
assert abs(n_s - n_d) < 1e-6 and sigma_error < 1e-6 and green_error < 1e-5

print(f"loop iterations: sparse {steps_s}, dense {steps_d}")
print(f"frequencies stored: sparse {L}, dense {n_dense}")
print(f"density per spin: sparse {n_s:.8f}, dense {n_d:.8f}")
print(f"Hartree energy U n = {hubbard_u * n_s:.6f} eV")
print(f"lowest Matsubara energy = {np.pi * kt:.6f} eV")
print(f"sparse Sigma there = {sigma_s[first].real:.8f} "
      f"{sigma_s[first].imag:+.8f} i eV")
dense_first = sigma_d[match[first]]
print(f"dense Sigma there = {dense_first.real:.8f} {dense_first.imag:+.8f} i eV")
print(f"sparse G there = {green_s[first].real:.6f} "
      f"{green_s[first].imag:+.6f} i 1/eV")
print(f"density difference = {abs(n_s - n_d):.1e}")
print(f"largest Sigma difference = {sigma_error:.1e} eV")
print(f"largest G difference = {green_error:.1e} 1/eV")
print("success")
```

It prints:

```
temperature = 300 K, k_B T = 0.025852 eV
D = 1.0 eV, t = 0.5 eV, U = 1.0 eV
mu = 0.2 eV, E_max = 8.0 eV, cutoff = 1e-10
T = 1000 K: Lambda = 92.84, L = 30, largest m = 221
  condition numbers: time 7.0, frequency 15.5
  time matrix with run-width weights: 1.65
  uniform times 1.4e+10, lowest frequencies 1.4e+06
T = 300 K: Lambda = 309.45, L = 42, largest m = 745
  condition numbers: time 12.4, frequency 28.5
  time matrix with run-width weights: 1.66
  uniform times 7.0e+16, lowest frequencies 1.5e+12
T = 100 K: Lambda = 928.36, L = 52, largest m = 2191
  condition numbers: time 21.3, frequency 48.9
  time matrix with run-width weights: 1.66
  uniform times 2.0e+17, lowest frequencies 8.5e+14
s_0 = 0.12127, s_(L-1)/s_0 = 5.66e-11, s_L/s_0 = 2.65e-11
sign changes of u_(L-1): 41
sign changes of its transform, m > 0: 20
sampled positive m: 1 3 5 7 9 11 13 15 17 19 25 29 37 45 57 71 93 125 181 303 745
highest sampled Matsubara energy = 60.51 eV
hbar*beta = 25.4608 fs
first five tau/(hbar beta): 0.000152 0.000957 0.002799 0.005740 0.009845
first sampling time = 0.00387 fs
1/sigma_min: time 0.360, frequency 40.258
pole inside window, largest error in G(tau) = 3.8e-10
pole inside window, largest error in k_B T G(i nu) = 4.4e-13
pole at 3 E_max, error in G(tau) = 9.9e-03
two-site impurity: U = 0.01 eV, V = 0.2 eV
  second-order Im Sigma = -5.588335e-06 eV
  exact-diagonalization Im Sigma = -5.588347e-06 eV
  relative difference = 2.1e-06
loop iterations: sparse 33, dense 33
frequencies stored: sparse 42, dense 65536
density per spin: sparse 0.39544103, dense 0.39544103
Hartree energy U n = 0.395441 eV
lowest Matsubara energy = 0.081216 eV
sparse Sigma there = -0.02991626 -0.02191507 i eV
dense Sigma there = -0.02991627 -0.02191507 i eV
sparse G there = -0.296623 -1.777203 i 1/eV
density difference = 1.0e-09
largest Sigma difference = 2.9e-09 eV
largest G difference = 2.9e-09 1/eV
success
```
